# Third Zemach moment and nuclear-size shift of 1S and 2S levels: a program that tests the result

```python
# Third Zemach moment  Z3 = int int rho(r) rho(r') |r-r'|^3 d3r d3r'  of a spherical,
# unit-normalised charge density rho with rms radius R.  Results under test:
#   exponential rho = exp(-r/a)/(8 pi a^3), R^2 = 12 a^2 :  Z3 = 35 sqrt(3)/16 R^3
#   Gaussian (variance sigma^2 per axis),   R^2 = 3 sigma^2: Z3 = 32/(3 sqrt(3 pi)) R^3
#   momentum form: Z3 = (48/pi) int dq q^-4 [G^2 - 1 + q^2 R^2/3], G = form factor
#   nonrelativistic nS shift in units (Z alpha)^2 m, eps = R/(Bohr radius), c3 = Z3/R^3,
#   m3 = <r^3>/R^3:  dE = [ (2/3) eps^2 - (1/3) c3 eps^3 + O(eps^4 ln eps) ] / n^3,
#   eps^3 part = first order -(2/3) m3  plus second order -(1/3)(c3 - 2 m3).
# Model functions below use R = 1; x is a radius in units of R.
import numpy as np, sympy as sp, mpmath as mp
from math import pi, sqrt, exp, expm1, erf, erfc, sin
from scipy import constants as sc
from scipy.integrate import quad, dblquad, solve_ivp
mp.mp.dps = 30
A, SIG = 1/sqrt(12), 1/sqrt(3)
models = {
 'exp': dict(rho=lambda r: np.exp(-r/A)/(8*pi*A**3), xc=14.0,
    c3=35*sqrt(3)/16, m3=60*A**3,
    rho2=lambda s: exp(-s/A)*(3+3*s/A+(s/A)**2)/(192*pi*A**3),
    G=lambda q: 1/(1+q*q/12)**2,
    xv=lambda x: -expm1(-x/A)-0.5*(x/A)*exp(-x/A),      # x * potential of rho
    xdv=lambda x: exp(-x/A)*(1+0.5*x/A)),               # x * (1/x - potential)
 'gauss': dict(rho=lambda r: np.exp(-r*r/(2*SIG**2))/(2*pi*SIG**2)**1.5, xc=7.0,
    c3=32/(3*sqrt(3*pi)), m3=8*sqrt(2/pi)*SIG**3,
    rho2=lambda s: exp(-s*s/(4*SIG**2))/(4*pi*SIG**2)**1.5,
    G=lambda q: mp.exp(-q*q/6),
    xv=lambda x: erf(x/(SIG*sqrt(2))), xdv=lambda x: erfc(x/(SIG*sqrt(2))))}
def close(x, y, tol): return abs(float(x)/float(y)-1) < tol
def qd(f, lo, hi): return quad(f, lo, hi, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
def gl(n, lo, hi):
    t, w = np.polynomial.legendre.leggauss(n)
    return lo+(hi-lo)*(t+1)/2, w*(hi-lo)/2
def panels(f, edges):     # Gauss-Legendre, integrand in 30 digits against cancellation
    return sum(mp.mpf(w)*f(mp.mpf(t)) for lo, hi in zip(edges[:-1], edges[1:])
               for t, w in zip(*gl(24, lo, hi)))

# angular average of |r-r'|^3
for r1, r2 in [(1.0, 0.3), (0.4, 2.2), (1.3, 1.3)]:
    num = 0.5*qd(lambda mu: max(r1*r1+r2*r2-2*r1*r2*mu, 0)**1.5, -1, 1)
    assert close(num, ((r1+r2)**5-abs(r1-r2)**5)/(10*r1*r2), 1e-9)
# symbolic: exponential (a=1) in (r,r') and in (u,v); Gaussian (R=1)
r, p, u, v = sp.symbols('r p u v', positive=True)
inner = sp.integrate(sp.expand(p*((r+p)**5-(r-p)**5))*sp.exp(-p), (p, 0, r))
z_rp = 2*sp.integrate(sp.expand(r*sp.exp(-r)*inner), (r, 0, sp.oo))/40
v_int = 2*sp.integrate(sp.expand((u**2-v**2)*(u**5-v**5)), (v, 0, u))
assert sp.simplify(v_int-5*u**8/4) == 0
z_uv = sp.integrate(v_int*sp.exp(-u), (u, 0, sp.oo))/320
assert sp.simplify(z_rp-z_uv) == 0 and z_uv == sp.Rational(315, 2)
assert sp.simplify(z_rp/sp.Integer(12)**sp.Rational(3, 2)-35*sp.sqrt(3)/16) == 0
z_g = sp.integrate(4*sp.pi*r**5*sp.exp(-3*r**2/4), (r, 0, sp.oo))/(4*sp.pi/3)**sp.Rational(3, 2)
assert abs(sp.N(z_g-32/(3*sp.sqrt(3*sp.pi)), 30)) < 1e-25
# kernel integral; analytic tail beyond 200, where the sine part is below 1e-11
kern = panels(lambda x: (mp.sin(x)-x+x**3/6)/x**5, np.linspace(0, 200, 41)) + 1/1200-1/(3*200**3)
assert close(kern, pi/48, 1e-9)

def exact_shift(M, n, eps):   # u = eps (x+y) inside, decaying Coulomb function outside
    def mismatch(eta):
        nu = n+mp.mpf(eta); E = float(-1/(2*nu**2))
        def rhs(x, y):
            pot = M['xv'](x)*(1+y[0]/x) if x > 0 else 0.0
            return [y[1], -2*eps*pot-2*eps*eps*E*(x+y[0])]
        y, dy = solve_ivp(rhs, (0, M['xc']), [0.0, 0.0], method='DOP853',
                          rtol=1e-13, atol=1e-19).y[:, -1]
        e = mp.mpf(eps); z = 2*e*M['xc']/nu; b = 1-nu
        U = mp.hyperu(b, 2, z)
        dW = (2/nu)*((1-z/2)*U-b*z*mp.hyperu(b+1, 3, z))
        return e*(M['xc']+mp.mpf(y))*dW-(1+mp.mpf(dy))*z*U
    e0, eta = mp.mpf(eps)**2/2, mp.mpf(eps)**2
    f0, f = mismatch(e0), mismatch(eta)
    slope = (f-f0)/(eta-e0)
    for _ in range(3):
        eta -= f/slope; f = mismatch(eta)
    assert abs(f/slope) < 1e-8*eta
    return float(mp.mpf(1)/(2*n*n)-1/(2*(n+eta)**2))
def first_order(M, n, eps):   # exact Coulomb wave function, (u/r)^2
    R2 = (lambda t: 4*exp(-2*t)) if n == 1 else (lambda t: 0.5*(1-t/2)**2*exp(-t))
    return eps**2*qd(lambda x: R2(eps*x)*x*M['xdv'](x), 0, M['xc'])
def limit(epss, vals):        # value at eps -> 0 of c + A eps ln eps + B eps
    return np.linalg.solve(np.array([np.ones(3), epss*np.log(epss), epss]).T, vals)[0]

rng = np.random.default_rng(1); N = 1000000
def sample(k):
    g = rng.normal(size=(N, 3))
    if k == 'gauss': return SIG*g
    return g/np.linalg.norm(g, axis=1)[:, None]*rng.gamma(3, A, N)[:, None]
print(f"kernel integral = {float(kern):.8f}, pi/48 = {pi/48:.8f}")
print(f"exponential Z3/a^3 (symbolic) = {z_rp} = {float(z_rp):.4f}")
print(f"Jensen bound 2^(3/2) = {2**1.5:.6f}")
tail = {}
for k, M in models.items():
    rho, xc, c3, m3, G = M['rho'], M['xc'], M['c3'], M['m3'], M['G']
    mom = lambda f, j, lo=0, hi=xc: qd(lambda x: 4*pi*x**(2+j)*f(x), lo, hi)
    assert close(mom(rho, 0), 1, 1e-9) and close(mom(rho, 2), 1, 1e-9) and close(mom(rho, 3), m3, 1e-9)
    x, w = gl(200, 0, xc); mu, wm = gl(64, -1, 1); P = 4*pi*x*x*rho(x)*w
    s2 = x[:, None, None]**2+x[None, :, None]**2-2*x[:, None, None]*x[None, :, None]*mu
    direct = P @ (s2**1.5 @ wm/2) @ P
    assert close(direct, c3, 1e-5)
    d3 = np.linalg.norm(sample(k)-sample(k), axis=1)**3
    mc, err = d3.mean(), d3.std()/sqrt(N)
    assert abs(mc-c3) < 5*err
    for s in (0.4, 1.5):
        f = lambda m, t: 2*pi*t*t*rho(t)*rho(sqrt(max(t*t+s*s-2*t*s*m, 0)))
        conv = sum(dblquad(f, lo, hi, -1, 1, epsabs=1e-9, epsrel=1e-8)[0] for lo, hi in [(0, s), (s, xc)])
        assert close(conv, M['rho2'](s), 1e-6)
    assert close(mom(M['rho2'], 0, 0, 20), 1, 1e-9) and close(mom(M['rho2'], 2, 0, 20), 2, 1e-9)
    assert close(mom(M['rho2'], 3, 0, 20), c3, 1e-9) and direct > 2**1.5
    tail[k] = mom(M['rho2'], 3, 3, 20)/c3
    for q in (0.7, 3.0):
        assert close(qd(lambda t: 4*pi*t*rho(t)*sin(q*t)/q, 0, xc), G(q), 1e-9)
    for t0 in (0.2, 1.1):
        assert close(mom(rho, 0, 0, t0)+t0*mom(rho, -1, t0), M['xv'](t0), 1e-9)
        assert abs(M['xv'](t0)+M['xdv'](t0)-1) < 1e-14
    ed = [0, 1, 2, 4, 8, 16, 40, 100, 200]   # tails beyond q=200 taken with G = 0
    zq = 48/pi*float(panels(lambda q: (G(q)**2-1+q*q/3)/q**4, ed)+1/600-1/(3*200**3))
    mq = 48/pi*float(panels(lambda q: (G(q)-1+q*q/6)/q**4, ed)+1/1200-1/(3*200**3))
    assert close(zq, c3, 1e-8) and close(mq, m3, 1e-8)
    # J = int int dv dv'/|r-r'| by Gauss's law, Q = enclosed integral of dv
    Q = lambda t: 4*pi*qd(lambda y: y*M['xdv'](y), 0, t)
    assert close(Q(xc), 2*pi/3, 1e-9)
    assert close(4*pi*qd(lambda y: y*y*M['xdv'](y), 0, xc), pi*m3/3, 1e-9)
    J = quad(lambda t: Q(t)**2/t**2, 0, xc, epsrel=1e-9)[0]+Q(xc)**2/xc
    assert close(3*J/(2*pi**2), c3-2*m3, 1e-7)
    print(f"{k}: <r^3>/R^3 = {m3:.6f}, c3 formula = {c3:.6f}, c3-2m3 = {c3-2*m3:.6f}")
    print(f"{k}: c3 direct quadrature = {direct:.6f}, momentum = {zq:.6f}")
    print(f"{k}: c3 Monte Carlo = {mc:.4f} +- {err:.4f}; share from s>3R = {tail[k]:.4f}")
    epss = np.array([2.5e-4, 5e-4, 1e-3])    # tolerances: neglected eps^2 ln eps in the fit
    for n in (1, 2):
        Ex = n**3*np.array([exact_shift(M, n, e) for e in epss])
        E1 = n**3*np.array([first_order(M, n, e) for e in epss])
        c_fit = limit(epss, (2*epss**2-3*Ex)/epss**3)
        m_fit = limit(epss, (epss**2-1.5*E1)/epss**3)
        g_fit = limit(epss, -3*(Ex-E1)/epss**3)
        assert close(c_fit, c3, 1e-3) and close(m_fit, m3, 1e-3) and close(g_fit, c3-2*m3, 3e-3)
        print(f"{k} {n}S Schroedinger: c3 = {c_fit:.4f}, m3 = {m_fit:.4f}, c3-2m3 = {g_fit:.4f}")
assert tail['exp'] > tail['gauss']
print(f"ratio c3(exp)/c3(gauss) = {models['exp']['c3']/models['gauss']['c3']:.5f}")

# worked example: muon, Z = 1, infinitely heavy nucleus, R = 1 fm, 2S level
Z, R, n = 1, 1.0, 2
hbarc = sc.hbar*sc.c/sc.e*1e9
mmu = sc.physical_constants['muon mass energy equivalent in MeV'][0]
aB = hbarc/(Z*sc.alpha*mmu); eps = R/aB; Eu = (Z*sc.alpha)**2*mmu*1e9
lead = Eu*2*eps**2/(3*n**3)
print(f"example: Z = {Z}, n = {n}, R = {R:.1f} fm, muon mc^2 = {mmu:.5f} MeV")
print(f"hbar c = {hbarc:.5f} MeV fm, 1/alpha = {1/sc.alpha:.5f}")
print(f"Bohr radius = {aB:.3f} fm, eps = {eps:.6e}")
print(f"(Z alpha)^2 mc^2 = {Eu:.5e} meV")
print(f"a = {A*R:.6f} fm, sigma = {SIG*R:.6f} fm")
print(f"R^2 term = {lead:.5f} meV = {lead*1e-3*sc.e/sc.h/1e9:.2f} GHz")
print(f"eps^3 (Z alpha)^2 mc^2/(3 n^3) = {Eu*eps**3/(3*n**3):.6f} meV")
res = {}
for k, M in models.items():
    pref = Eu*eps**3/(3*n**3)
    zem = -pref*M['c3']; ex = Eu*exact_shift(M, n, eps); res[k] = (zem, ex)
    assert abs(ex-lead-zem) < 0.1*abs(zem)   # remainder is of relative order eps ln eps
    print(f"{k}: Z3 = {M['c3']*R**3:.5f} fm^3, <r^3> = {M['m3']*R**3:.5f} fm^3")
    print(f"{k}: eps^3 first order = {-2*pref*M['m3']:.5f} meV, second = {-pref*(M['c3']-2*M['m3']):.5f} meV")
    print(f"{k}: Zemach term = {zem:.5f} meV = {zem*1e-3*sc.e/sc.h/1e9:.3f} GHz, ratio to R^2 term = {zem/lead:.5f}")
    print(f"{k}: sum = {lead+zem:.5f} meV, exact = {ex:.5f} meV, remainder = {ex-lead-zem:.5f} meV")
dz, dx = res['exp'][0]-res['gauss'][0], res['exp'][1]-res['gauss'][1]
assert close(dx, dz, 0.1)
print(f"exp - gauss: Zemach terms {dz:.5f} meV, exact {dx:.5f} meV")
print(f"scale (Z alpha)^2 x R^2 term = {(Z*sc.alpha)**2*lead:.5f} meV")
print("finished without a failed check")
```

It prints:

```
kernel integral = 0.06544985, pi/48 = 0.06544985
exponential Z3/a^3 (symbolic) = 315/2 = 157.5000
Jensen bound 2^(3/2) = 2.828427
exp: <r^3>/R^3 = 1.443376, c3 formula = 3.788861, c3-2m3 = 0.902110
exp: c3 direct quadrature = 3.788861, momentum = 3.788861
exp: c3 Monte Carlo = 3.7988 +- 0.0067; share from s>3R = 0.1578
exp 1S Schroedinger: c3 = 3.7889, m3 = 1.4434, c3-2m3 = 0.9021
exp 2S Schroedinger: c3 = 3.7889, m3 = 1.4434, c3-2m3 = 0.9021
gauss: <r^3>/R^3 = 1.228424, c3 formula = 3.474507, c3-2m3 = 1.017659
gauss: c3 direct quadrature = 3.474507, momentum = 3.474507
gauss: c3 Monte Carlo = 3.4732 +- 0.0044; share from s>3R = 0.0357
gauss 1S Schroedinger: c3 = 3.4745, m3 = 1.2284, c3-2m3 = 1.0177
gauss 2S Schroedinger: c3 = 3.4745, m3 = 1.2284, c3-2m3 = 1.0177
ratio c3(exp)/c3(gauss) = 1.09047
example: Z = 1, n = 2, R = 1.0 fm, muon mc^2 = 105.65838 MeV
hbar c = 197.32698 MeV fm, 1/alpha = 137.03600
Bohr radius = 255.928 fm, eps = 3.907354e-03
(Z alpha)^2 mc^2 = 5.62645e+06 meV
a = 0.288675 fm, sigma = 0.577350 fm
R^2 term = 7.15845 meV = 1730.91 GHz
eps^3 (Z alpha)^2 mc^2/(3 n^3) = 0.013985 meV
exp: Z3 = 3.78886 fm^3, <r^3> = 1.44338 fm^3
exp: eps^3 first order = -0.04037 meV, second = -0.01262 meV
exp: Zemach term = -0.05299 meV = -12.813 GHz, ratio to R^2 term = -0.00740
exp: sum = 7.10546 meV, exact = 7.10530 meV, remainder = -0.00016 meV
gauss: Z3 = 3.47451 fm^3, <r^3> = 1.22842 fm^3
gauss: eps^3 first order = -0.03436 meV, second = -0.01423 meV
gauss: Zemach term = -0.04859 meV = -11.749 GHz, ratio to R^2 term = -0.00679
gauss: sum = 7.10986 meV, exact = 7.10964 meV, remainder = -0.00021 meV
exp - gauss: Zemach terms -0.00440 meV, exact -0.00435 meV
scale (Z alpha)^2 x R^2 term = 0.00038 meV
finished without a failed check
```
